# Ionized-Impurity Mobility with Carrier-Carrier Scattering: Lower Bound and Sonine Expansion: test program

```python
"""Mobility of nondegenerate carriers limited by fixed ions, with carrier-carrier
scattering.  Result under test:
    3*pi/32 <= mu/mu0 <= 1,  and mu/mu0 is near 0.58 for equal densities.
mu0 : mobility without carrier-carrier scattering, ion rate proportional to v^-3
r   : n/(Z^2 N), carrier density over ion density times squared ion charge
c   : velocity in units of v_t = sqrt(2kT/m);  M = pi^(-3/2) exp(-c^2)
L   : ion collision operator c^-3;  K : linearized Landau carrier-carrier operator
Equation solved: (L + r K) g = c_z;  mobility is proportional to <c_z g>.
Basis: c_z S_m(c^2), S_m = Sonine (generalized Laguerre) polynomial of index 3/2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.signal import convolve2d
from scipy.special import (binom, erf, eval_genlaguerre, gamma, poch,
                           roots_genlaguerre, roots_legendre)

SQPI = np.sqrt(np.pi)
BOUND = 3 * np.pi / 32
LORENTZ = 4 / SQPI            # <c_z g> when r = 0


def sonine_matrices(size):
    """Matrices of L and K from the power series of their generating functions."""
    idx = np.arange(size)
    col = poch(1.5, idx) / gamma(idx + 1)
    lower = np.tril(toeplitz(col))
    ion = 2 / (3 * SQPI) * lower @ lower.T
    i, j = np.meshgrid(idx, idx, indexing="ij")
    k = i + j
    root = 2**-2.5 * poch(2.5, k) / gamma(k + 1) * binom(k, i) / 2.0**k
    numer = np.zeros((4, 4))
    numer[0, 0] = 16
    numer[1, 0] = numer[0, 1] = -8
    numer[1, 1] = -2
    numer[2, 1] = numer[1, 2] = 4
    numer[2, 2] = -6
    series = convolve2d(root, numer)[:size, :size]
    series = convolve2d(series, np.diag(idx + 1.0))[:size, :size]
    carrier = np.zeros((size, size))
    carrier[1:, 1:] = series[:-1, :-1] / (3 * SQPI)
    return ion, carrier


def landau_by_quadrature(size, points=18):
    """K from its definition as a double velocity integral."""
    y, wy = roots_genlaguerre(points, 0.0)
    z, wz = roots_genlaguerre(points, 0.5)
    mu, wm = roots_legendre(points)
    y, z, mu = np.meshgrid(y, z, mu, indexing="ij")
    weight = wy[:, None, None] * wz[None, :, None] * wm[None, None, :]
    weight = weight * np.sqrt(2) / 8 * 8 * np.pi**2 / np.pi**3
    u, big = np.sqrt(2 * y), np.sqrt(z / 2)
    rx, rz = big * np.sqrt(1 - mu**2), big * mu
    first = [rx, 0 * rx, rz + u / 2]
    second = [rx, 0 * rx, rz - u / 2]

    def gradient(m, vec, a, b):
        sq = sum(v * v for v in vec)
        slope = -eval_genlaguerre(m - 1, 2.5, sq) if m else 0 * sq
        return (a == b) * eval_genlaguerre(m, 1.5, sq) + 2 * vec[a] * vec[b] * slope

    # the relative velocity is along z, so only gradients along x and y count
    diff = np.array([[gradient(m, first, a, b) - gradient(m, second, a, b)
                      for a in range(3) for b in range(2)] for m in range(size)])
    return np.einsum("maxyz,naxyz,xyz->mn", diff, diff, weight) / 12


def ratio_sonine(ion, carrier, r, size):
    unit = np.zeros(size)
    unit[0] = 0.5
    sol = np.linalg.solve(ion[:size, :size] + r * carrier[:size, :size], unit)
    return 0.5 * sol[0] / LORENTZ, sol


def radial_setup(n, cmax=6.0):
    """Linear finite elements for g = h(c) cos(theta), midpoint integration."""
    step = cmax / n
    c = (np.arange(n) + 0.5) * step
    maxwell = np.exp(-c * c) / np.pi**1.5
    w = 4 * np.pi / 3 * c * c * maxwell * step
    average = 0.5 * (np.eye(n) + np.eye(n, k=-1))
    slope = (np.eye(n) - np.eye(n, k=-1)) / step
    pot1 = (1 - 0.5 / c**2) * erf(c) + np.exp(-c * c) / (SQPI * c)
    pot2 = erf(c) / c**3 - 2 * np.exp(-c * c) / (SQPI * c * c)
    small, large = np.minimum.outer(c, c), np.maximum.outer(c, c)
    kernel = 24 * small**3 / (5 * large**2) - 4 * small / large**2
    test = (0.5 * slope.T @ (slope * (w * pot2)[:, None])
            + average.T @ (average * (w * pot1 / c**3)[:, None]))
    field = average.T @ (0.5 * np.outer(w, w) * kernel
                         + np.diag(4 * np.pi * w * maxwell)) @ average
    ion = average.T @ (average * (w / c**3)[:, None])
    source = average.T @ (w * c)
    nodes = np.arange(1, n + 1) * step
    return ion, test, field, source, nodes


def ratio_radial(setup, r):
    ion, test, field, source, _ = setup
    matrix = ion + r * (test - field)
    scale = 1 / np.sqrt(np.diag(matrix))
    sol = scale * np.linalg.solve(matrix * np.outer(scale, scale), scale * source)
    return source @ sol / LORENTZ


# Limits from averages over the Maxwell distribution, x = c^2
def mean(fun):
    return quad(lambda x: x**1.5 * np.exp(-x) * fun(x), 0, 60,
                epsabs=1e-11, limit=300)[0] / gamma(2.5)


tau_mean = mean(lambda x: x**1.5)
rate_mean = mean(lambda x: x**-1.5)
assert abs(1 / (tau_mean * rate_mean) - BOUND) < 1e-8
assert abs(tau_mean - 8 / SQPI) < 1e-8

# Matrix elements: generating function against the defining integrals
SIZE = 40
ion, carrier = sonine_matrices(SIZE)
direct = landau_by_quadrature(6)
element_error = np.max(np.abs(direct - carrier[:6, :6]))
assert element_error < 1e-10
assert np.max(np.abs(direct[0])) < 1e-12          # momentum is conserved
assert np.min(np.linalg.eigvalsh(direct[1:, 1:])) > 0
for m in range(5):
    for n in range(5):
        val = quad(lambda x: np.exp(-x) * eval_genlaguerre(m, 1.5, x)
                   * eval_genlaguerre(n, 1.5, x), 0, 80, limit=300)[0]
        assert abs(val * 2 / (3 * SQPI) - ion[m, n]) < 1e-7

# No carrier-carrier scattering: the expansion must return the known answer
lorentz_sum = np.sum(binom(1.5, np.arange(SIZE))**2)
assert abs(lorentz_sum - 1 / BOUND) < 1e-6
assert abs(ratio_sonine(ion, carrier, 0, SIZE)[0] - 1) < 1e-6

# Convergence at equal densities, and independent radial solution
sizes = [1, 2, 3, 4, 6, 10, 20, 40]
converge = [ratio_sonine(ion, carrier, 1, s)[0] for s in sizes]
assert abs(converge[0] - BOUND) < 1e-12
assert np.all(np.diff(converge) > -1e-10)
assert abs(converge[-1] - converge[-2]) < 5e-4
spitzer = converge[-1]
assert abs(spitzer - 0.58) < 0.005
coarse, fine = radial_setup(350), radial_setup(700)
nodes = fine[4]
drift_test = nodes @ fine[1] @ nodes
drift_field = nodes @ fine[2] @ nodes
assert abs(drift_test / drift_field - 1) < 1e-3   # drift costs no friction
radial = {}
for r in (0.3, 1.0, 3.0):
    a, b = ratio_radial(coarse, r), ratio_radial(fine, r)
    radial[r] = b + (b - a) / 3                   # removes the step-squared error
    assert abs(radial[r] - ratio_sonine(ion, carrier, r, SIZE)[0]) < 5e-4

# Bounds for all strengths, approach to a pure drift, and role of momentum
strengths = [0, 0.1, 0.3, 1, 3, 10, 100, 1000]
table = [ratio_sonine(ion, carrier, r, SIZE)[0] for r in strengths]
assert np.all(np.diff(table) < 0)
assert min(table) > BOUND and max(table) < 1 + 1e-9
assert table[-1] - BOUND < 2e-3
idx = np.arange(SIZE)
norms = 0.5 * gamma(idx + 2.5) / (gamma(idx + 1) * gamma(2.5))


def drift_share(r):
    sol = ratio_sonine(ion, carrier, r, SIZE)[1]
    return sol[0]**2 * norms[0] / np.sum(sol**2 * norms)


assert drift_share(1000) > 0.999 > drift_share(1)
lossy = ratio_sonine(ion, np.diag(norms), 10, SIZE)[0]
assert lossy < BOUND          # a momentum-losing operator breaks the bound

# Worked example in Hartree atomic units, round model parameters
mass, eps, kT, dens, charge = 0.1, 15.0, 1e-3, 1e-9, 1
v_t = np.sqrt(2 * kT / mass)
degeneracy = dens * (2 * np.pi / (mass * kT))**1.5
debye = np.sqrt(eps * kT / (4 * np.pi * dens))
born = charge / (eps * np.sqrt(6 * kT / mass))


def coulomb_log(x, length):
    """Screened Born logarithm at kinetic energy x*kT."""
    b = 8 * mass * kT * x * length**2
    return 0.5 * (np.log1p(b) - b / (1 + b))


log_value = coulomb_log(3.0, debye)
nu0 = 4 * np.pi * charge**2 * dens * log_value / (eps**2 * mass**2 * v_t**3)
mob0 = tau_mean / (mass * nu0)
assert degeneracy < 0.1 and born < 0.5


def screened_limit(length):
    slow = mean(lambda x: x**1.5 / coulomb_log(x, length))
    fast = mean(lambda x: coulomb_log(x, length) / x**1.5)
    return 1 / (slow * fast)


near, far = screened_limit(debye), screened_limit(debye * 1e6)
assert BOUND < far < near < 1

pc = const.physical_constants
to_cm2 = (pc["atomic unit of velocity"][0]
          / pc["atomic unit of electric field"][0] * 1e4)
bohr_cm = pc["atomic unit of length"][0] * 100
kelvin = kT * pc["hartree-kelvin relationship"][0]

print(f"mean tau * nu0 (dimensionless): {tau_mean:.5f}")
print(f"mean 1/tau / nu0 (dimensionless): {rate_mean:.5f}")
print(f"lower bound 3 pi/32 (dimensionless): {BOUND:.5f}")
print(f"largest error of K elements (dimensionless): {element_error:.1e}")
unit = ion[0, 0]
print("elements divided by L00 (dimensionless):")
for name, mat in (("L", ion), ("K", carrier)):
    for m, n in ((0, 1), (1, 1), (0, 2), (1, 2), (2, 2)):
        print(f"  {name}{m}{n} = {mat[m, n] / unit:.5f}")
print("mu/mu0 at r = 1 against number of polynomials:")
for s, val in zip(sizes, converge):
    print(f"  {s:2d} polynomials: {val:.5f}")
print("mu/mu0 from radial finite elements:")
for r, val in radial.items():
    print(f"  r = {r:.1f}: {val:.5f}")
print(f"mu/mu0 against r, {SIZE} polynomials:")
for r, val in zip(strengths, table):
    print(f"  r = {r:g}: {val:.5f}")
print(f"drift share of g at r = 1: {drift_share(1):.4f}")
print(f"drift share of g at r = 1000: {drift_share(1000):.6f}")
print(f"mu/mu0 with momentum-losing operator: {lossy:.4f}")
print(f"example mass (electron masses): {mass}; permittivity ratio: {eps}")
print(f"example kT (hartree): {kT}; temperature (K): {kelvin:.1f}")
print(f"n = N (bohr^-3): {dens:.1e}; in cm^-3: {dens / bohr_cm**3:.3e}")
print(f"degeneracy parameter n*lambda^3: {degeneracy:.4f}")
print(f"thermal speed v_t (a.u.): {v_t:.5f}")
print(f"screening length (bohr): {debye:.1f}")
print(f"Born parameter at energy 3kT: {born:.3f}")
print(f"Coulomb logarithm at energy 3kT: {log_value:.4f}")
print(f"reference rate nu0 (a.u.): {nu0:.4e}")
for label, factor in (("no carrier-carrier", 1.0), ("r = 1", spitzer),
                      ("dominant limit", BOUND)):
    print(f"mobility, {label}: {mob0 * factor:.4e} a.u. = "
          f"{mob0 * factor * to_cm2:.4e} cm^2/(V s)")
print(f"limit ratio with velocity-dependent logarithm: {near:.4f}")
print(f"same, screening length a million times longer: {far:.4f}")
print("all tests passed")
```

It prints:

```
mean tau * nu0 (dimensionless): 4.51352
mean 1/tau / nu0 (dimensionless): 0.75225
lower bound 3 pi/32 (dimensionless): 0.29452
largest error of K elements (dimensionless): 2.6e-14
elements divided by L00 (dimensionless):
  L01 = 1.50000
  L11 = 3.25000
  L02 = 1.87500
  L12 = 4.31250
  L22 = 6.76562
  K01 = 0.00000
  K11 = 1.41421
  K02 = 0.00000
  K12 = 1.06066
  K22 = 3.97748
mu/mu0 at r = 1 against number of polynomials:
   1 polynomials: 0.29452
   2 polynomials: 0.56902
   3 polynomials: 0.57428
   4 polynomials: 0.57832
   6 polynomials: 0.58080
  10 polynomials: 0.58171
  20 polynomials: 0.58192
  40 polynomials: 0.58193
mu/mu0 from radial finite elements:
  r = 0.3: 0.76045
  r = 1.0: 0.58193
  r = 3.0: 0.44401
mu/mu0 against r, 40 polynomials:
  r = 0: 1.00000
  r = 0.1: 0.88751
  r = 0.3: 0.76045
  r = 1: 0.58193
  r = 3: 0.44387
  r = 10: 0.35371
  r = 100: 0.30148
  r = 1000: 0.29523
drift share of g at r = 1: 0.8341
drift share of g at r = 1000: 0.999998
mu/mu0 with momentum-losing operator: 0.0209
example mass (electron masses): 0.1; permittivity ratio: 15.0
example kT (hartree): 0.001; temperature (K): 315.8
n = N (bohr^-3): 1.0e-09; in cm^-3: 6.748e+15
degeneracy parameter n*lambda^3: 0.0157
thermal speed v_t (a.u.): 0.14142
screening length (bohr): 1092.5
Born parameter at energy 3kT: 0.272
Coulomb logarithm at energy 3kT: 3.4805
reference rate nu0 (a.u.): 6.8726e-06
mobility, no carrier-carrier: 6.5674e+06 a.u. = 2.7940e+05 cm^2/(V s)
mobility, r = 1: 3.8218e+06 a.u. = 1.6259e+05 cm^2/(V s)
mobility, dominant limit: 1.9343e+06 a.u. = 8.2291e+04 cm^2/(V s)
limit ratio with velocity-dependent logarithm: 0.3933
same, screening length a million times longer: 0.3109
all tests passed
```
